# The missing gap of the half-filled Hubbard dimer in Kohn-Sham theory, part 2

Two equivalent sites carry one orbital each, with hopping $t$, on-site repulsion $U$ and zero site energy:

$$
H=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow}.
$$

Energies are in eV. With $S=\sqrt{U^2+16t^2}$, the lowest energies for $N$ electrons are

$$
E(0)=0,\quad E(1)=-t,\quad E(2)=\frac{U-S}{2},\quad E(3)=U-t,\quad E(4)=2U .
$$

The ionization energy is $I=E(1)-E(2)$, the affinity is $A=E(2)-E(3)$, and the fundamental gap is $I-A=S-2t$.

The Kohn-Sham system has the same hopping but no repulsion, and its site potentials reproduce the site densities $n_1,n_2$. At $N=2$ the potentials are equal. The bonding and antibonding levels then lie $t$ below and above them, so the exact Kohn-Sham gap is $2t$. The difference between the two gaps is $\Delta_{xc}=S-4t$.

In $|ij\rangle$ the up electron is on site $i$ and the down electron on site $j$. The two-electron ground state is $\alpha|C\rangle+\beta|P_+\rangle$, with $|C\rangle=(|12\rangle+|21\rangle)/\sqrt2$ covalent and $|P_\pm\rangle=(|11\rangle\pm|22\rangle)/\sqrt2$ ionic. In the basis $|C\rangle,|P_+\rangle$ the Hamiltonian is

$$
\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix}.
$$

The state $|P_-\rangle$ has energy $U$, and the triplet has energy zero. With three electrons, two of equal spin fill both sites and the third is in the bonding orbital (section 2).

The second difference at $N=1$ is (section 8)

$$
E(0)-2E(1)+E(2)=2t+\frac{U-S}{2}.
$$

The energies are convex in $N$, so at fractional $N$ the energy is a straight line between integers, with slope $-I$ for $1<N<2$ and $-A$ for $2<N<3$.

$F(n_1,n_2)$ is the lowest mean value of $H$ among ensembles with the given site densities, and $T_s$ is the same quantity at $U=0$. The Hartree-exchange-correlation energy and potential are (section 9)

$$
E_{Hxc}=F-T_s,\qquad v_{Hxc,i}=\frac{\partial E_{Hxc}}{\partial n_i}.
$$

At $n_1=n_2=N/2$, $F$ is the straight-line energy, and

$$
\frac{dE_{Hxc}}{dN}=\frac12\left(v_{Hxc,1}+v_{Hxc,2}\right)=v_{Hxc}.
$$

The arguments $2^-$ and $2^+$ denote the limits from below and above $N=2$.

### 10. The jump

At $U=0$ the first two electrons enter the bonding level and the next two the antibonding level:

$$
T_s=\begin{cases}-tN,&0\le N\le2,\\-2t+t(N-2),&2\le N\le4.\end{cases}
$$

Its slope is $-t$ below $N=2$ and $+t$ above. Subtracting these slopes from those of $F$ gives

$$
v_{Hxc}(2^-)=-I-(-t)=t-I,\qquad v_{Hxc}(2^+)=-A-t .
$$

The potential rises on both sites by

$$
v_{Hxc}(2^+)-v_{Hxc}(2^-)=I-A-2t=S-4t .
$$

The Hartree energy $\tfrac U2(n_1^2+n_2^2)$ has the potential $Un_i$, which is continuous in $N$. The jump therefore belongs to exchange and correlation, and it equals $\Delta_{xc}$.

The Kohn-Sham levels show what it does. Just below $N=2$ the highest occupied level is $-t+v_{Hxc}(2^-)=-I$. The empty level above it is $t+v_{Hxc}(2^-)=2t-I$. Once a small fraction of an electron is added, the potential rises uniformly by $\Delta_{xc}$, and that level moves to

$$
2t-I+(I-A-2t)=-A .
$$

A uniform rise changes neither the orbitals nor the densities, so it cannot be seen in the density at $N=2$. A functional whose $E_{Hxc}$ has a continuous derivative with respect to the site densities has no such jump.

### 11. With on-site repulsion alone, the missing part is correlation

Place both electrons in the bonding orbital. The hopping energy is $-2t$. The electrons are independent and meet on the same site with probability $1/2$, so the repulsion is $U/2$. This single determinant is the Kohn-Sham state at $N=2$. The correlation energy is the exact energy minus its energy:

$$
E_c=\frac{U-S}{2}-\left(-2t+\frac U2\right)=2t-\frac S2 .
$$

For one and three electrons a single determinant is already exact, by section 2, and the correlation energy is zero. Therefore

$$
\Delta_{xc}=S-4t=-2E_c .
$$

The gap computed from the energies of the determinants alone is

$$
-t+(U-t)-2\left(-2t+\frac U2\right)=2t .
$$

Total-energy differences from these symmetric determinants thus give $2t$ as well. For $U>2t$ a determinant with different orbitals for the two spins has a lower energy at $N=2$ and gives a larger gap. It breaks the symmetry between the spins on each site and is not the Kohn-Sham state used here. The neutral dimer is stabilized by correlation and the charged ones are not. This stabilization must be given up twice, once for the removal and once for the addition of an electron. That the missing part is pure correlation depends on the absence of repulsion between the sites. Section 15 shows that such a repulsion adds an exchange part, which can be the larger one.

### 12. Weak and strong repulsion

For $U\ll t$ expand the root in $U^2/(16t^2)$:

$$
\Delta_{xc}=4t\left(\sqrt{1+\frac{U^2}{16t^2}}-1\right)\approx\frac{U^2}{8t}.
$$

There is no term linear in $U$. For $U\gg t$ take $U$ out of the root:

$$
\Delta_{xc}=U\sqrt{1+\frac{16t^2}{U^2}}-4t\approx U-4t+\frac{8t^2}{U}.
$$

When the sites are pulled apart, $t\to0$ at fixed $U$. The Kohn-Sham gap then closes, and the fundamental gap tends to $U$ and consists of the jump alone. The two parts are equal when $S-4t=2t$. This means $S=6t$, $U^2=20t^2$ and $U\approx4.5\,t$.

### 13. The optical gap is a third quantity

Light polarized along the dimer couples through $n_1-n_2$. This operator gives $2|11\rangle$ on $|11\rangle$, $-2|22\rangle$ on $|22\rangle$, and zero on $|12\rangle$ and $|21\rangle$. Acting on the ground state it yields $2\beta|P_-\rangle$. The one allowed transition has energy

$$
U-\frac{U-S}{2}=\frac{U+S}{2}.
$$

It exceeds $I-A$ by $2t+(U-S)/2\ge0$. In an extended solid, attraction between electron and hole can put the absorption edge below the fundamental gap. This dimer has no repulsion between sites and does not describe that effect.

### 14. Worked example

Take the round values $t=1$ eV and $U=6$ eV. Then

$$
S=\sqrt{36+16}\ \text{eV}=7.211\ \text{eV},\qquad E(2)=\frac{6-7.211}{2}\ \text{eV}=-0.606\ \text{eV}.
$$

With $E(1)=-1$ eV and $E(3)=5$ eV,

$$
I=-0.394\ \text{eV},\qquad A=-5.606\ \text{eV},\qquad I-A=5.21\ \text{eV}.
$$

The Kohn-Sham gap is 2.00 eV. The missing part is 3.21 eV, or 62 % of the fundamental gap. The correlation energy is $-1.606$ eV, and minus twice this value is again 3.21 eV.

The jump can also be found without the formulas of section 10. For this purpose $F$ and $T_s$ were computed numerically by maximizing over site potentials and then differentiated with respect to each site density. The potential is 1.39 eV at $N=1.8$ and 4.61 eV at $N=2.2$. Their difference, taken before rounding, is 3.21 eV on both sites. The allowed optical transition lies at 6.61 eV, and the triplet 0.61 eV above the ground state. The numerical output also lists other values of $U$ at fixed $t$.

### 15. Effects left out of the model

**Repulsion between the sites.** A term $Vn_1n_2$ adds $V$ to the covalent two-electron states and $2V$ to the three-electron states. The two-electron matrix now has diagonal elements $V$ and $U$, so

$$
E(2)=\frac{U+V-S_V}{2},\qquad S_V=\sqrt{(U-V)^2+16t^2},
$$

and $E(3)=U+2V-t$. The gap becomes

$$
-t+(U+2V-t)-(U+V-S_V)=V-2t+S_V .
$$

For $V=1$ eV it is 5.40 eV, a rise of 0.19 eV. The Kohn-Sham gap stays at $2t$ by symmetry. The missing part $V+S_V-4t$ is now no longer pure correlation. The symmetric determinant at $N=2$ has the energy $-2t+(U+V)/2$, so the determinants give the gap $2t+V$, and $-2E_c=S_V-4t$. The term $V$ is due to exchange. For $V=1$ eV the exchange and correlation parts are 1.00 and 2.40 eV, and for $V=4.8$ eV they are 4.80 and 0.18 eV.

**Unequal sites.** With site energies that differ by 1 eV, the densities are 0.974 and 1.026. The Kohn-Sham potentials then differ by 0.053 eV, because the repulsion resists the transfer of charge. The fundamental gap is 5.00 eV and the Kohn-Sham gap 2.00 eV. Their difference is 3.00 eV and no longer follows from $S-4t$.

**Polarization of the surroundings.** Let the dimer sit in a sphere of radius $R$ inside a medium of relative permittivity $\epsilon$. A charge $e$ produces the displacement $D=e/(4\pi r^2)$, and the field energy outside the sphere is

$$
\int_R^\infty\frac{D^2}{2\epsilon_0\epsilon}\,4\pi r^2dr=\frac{e^2}{8\pi\epsilon_0\epsilon R}.
$$

Take the charge to sit at the centre of the sphere, and neglect the response of the medium to the neutral dimer. The medium then lowers each singly charged state by the difference between $\epsilon=1$ and the actual $\epsilon$. Two charged states enter the gap, which falls by

$$
\left(1-\frac1\epsilon\right)\frac{e^2}{4\pi\epsilon_0R}.
$$

For $\epsilon=3$ and $R=0.40$ nm this is 2.40 eV and leaves a gap of 2.81 eV. These numbers hold for a charge at the centre. If the sites lie 0.15 nm from the centre and the medium follows the charge on each site, the reduction changes by about 0.2 eV, to 2.6 eV at $V=0$. If the repulsion parameters already contain this screening, it must not be subtracted again. A lowering that grows as the square of the total charge changes the gap in the same way as equal reductions of $U$ and of the repulsion $V$ between the sites, so a smaller $U$ alone does not contain all of it.

This estimate concerns integer charges. If the lowering grows as the square of the charge, the second difference at $N=1$ changes from 1.39 eV to $1.39-2.40=-1.01$ eV. Convexity is lost, and the derivation of sections 8 to 10 does not carry over to that extended model. This loss arises because the screening is subtracted from a model with $V=0$, which makes the interaction between the sites attractive. With $V$ the second difference at $N=1$ is $2t+(U+V-S_V)/2$. For $V=4.8$ eV it is 5.31 eV and stays positive, at 2.91 eV, after the subtraction.

**Temperature.** At 673 K, with $N=2$ held fixed, the triplet has a population of about $9\times10^{-5}$. Thermal excitation is negligible here.

### 16. Relation to defects in dielectric films

Two facing dangling bonds at a defect in an insulating film resemble this dimer: two orbitals, two electrons and a hopping that depends on their distance. The values of $t$ and $U$ above are not fitted to any such defect. For a defect, $I-A$ corresponds to the separation between its levels for losing and for gaining an electron with the atoms held fixed.

A permittivity of 3 is a rough static value for a low-k film. It includes displacements of the film's atoms, and so already counts part of their relaxation. With the atoms held fixed only the electrons of the film respond. For an electronic permittivity of 2, taken as an illustration, the reduction of the gap is 1.80 eV instead of 2.40 eV. In the polarization estimate of section 15, $U=6$ eV is assumed to contain no screening by the film. A $U$ that includes the response of the film would be smaller. To show how strongly the results depend on $U$, take $U=2$ eV at the same $t$, a value chosen freely and not derived from the polarization estimate: the gap is then 2.47 eV and the missing part 0.47 eV. The polarization estimate itself changes the gap by about 2 eV, which is too much for the dimer to be treated as isolated from the film. The repulsion between the sites can matter as much. The value $V=1$ eV in section 15 is small for an unscreened repulsion: two point charges 0.3 nm apart in vacuum repel by 4.80 eV, and this $V$ would raise the gap by about 1.8 eV.

Relaxation of the atoms around the charged defect lowers $E(1)$ and $E(3)$ further, and so reduces the separation of the relaxed levels. Its size is not estimated here. Further orbitals and coupling to the bands of the host are also left out. The number 3.21 eV is therefore a property of the model and not a correction to be added to a computed defect level.

## Calculated quantities

```
hopping t = 1.000 eV
repulsion U = 6.000 eV
S = sqrt(U^2+16t^2) = 7.2111 eV
ground energy E(0) = 0.0000 eV
ground energy E(1) = -1.0000 eV
ground energy E(2) = -0.6056 eV
ground energy E(3) = 5.0000 eV
ground energy E(4) = 12.0000 eV
I (site energy zero) = -0.3944 eV
A (site energy zero) = -5.6056 eV
fundamental gap I-A = 5.2111 eV
exact KS gap = 2.0000 eV
missing part of the gap = 3.2111 eV
missing part / fundamental gap = 0.6162
vHxc just below N=2, from functional = 1.3945 eV
vHxc just above N=2, from functional = 4.6055 eV
jump on site 1 = 3.2111 eV
jump on site 2 = 3.2111 eV
correlation energy at N=2 = -1.6056 eV
singlet-triplet excitation = 0.6056 eV
dipole-allowed excitation = 6.6056 eV
scan U = 0.0 eV: gap = 2.0000 eV, jump = 0.0000 eV
scan U = 1.0 eV: gap = 2.1231 eV, jump = 0.1231 eV
scan U = 2.0 eV: gap = 2.4721 eV, jump = 0.4721 eV
scan U = 4.0 eV: gap = 3.6569 eV, jump = 1.6569 eV
scan U = 8.0 eV: gap = 6.9443 eV, jump = 4.9443 eV
scan U = 12.0 eV: gap = 10.6491 eV, jump = 8.6491 eV
weak case t=1, U=0.1 eV: jump = 0.001250 eV
strong case t=1, U=40 eV: jump = 36.1995 eV
intersite repulsion V = 1.00 eV
gap with V = 5.4031 eV, change = +0.1920 eV
site energy difference = 1.00 eV
asymmetric dimer n1 = 0.9737, n2 = 1.0263 electrons
asymmetric dimer KS potential difference = 0.0527 eV
asymmetric dimer fundamental gap = 5.0009 eV
asymmetric dimer KS gap = 2.0007 eV
asymmetric dimer missing part = 3.0002 eV
surrounding relative permittivity = 3.0
cavity radius = 0.40 nm
gap reduction by polarization = 2.400 eV
gap after polarization = 2.811 eV
temperature = 673 K, kT = 0.0580 eV
triplet population at N=2 = 8.76e-05
```
